# Fröhlich coupling and electron-edge shift in a high-k oxide: test program

```python
"""
Result under test: an electron in a polar oxide has Frohlich coupling
alpha = (1/eps_inf - 1/eps_s) * sqrt(m / (2 w)) and a second-order
band-edge shift -alpha*w (Hartree atomic units).
m: band mass; w: longitudinal optical phonon energy;
eps_inf, eps_s: electronic and static relative permittivities.
Reduced units in some tests: phonon energy = 1 and 2*m = 1, so that
a phonon of wave number q costs 1 + q**2 including electron recoil.
Inputs are round values in the rough regime of hafnium dioxide.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants, k as k_B, e as e_charge

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
TIME_FS = physical_constants["atomic unit of time"][0] * 1e15

mass = 1.0
phonon_eV = 0.060
eps_inf, eps_s = 4.5, 20.0
w = phonon_eV / HARTREE_EV


def coupling(e_inf, e_stat):
    return (1 / e_inf - 1 / e_stat) * np.sqrt(mass / (2 * w))


delta = 1 / eps_inf - 1 / eps_s
alpha = coupling(eps_inf, eps_s)
shift = -alpha * w
shift_eV = shift * HARTREE_EV
radius = 1 / np.sqrt(2 * mass * w)
radius_nm = radius * BOHR_NM
assert round(alpha, 1) == 2.6 and round(-shift_eV, 2) == 0.16


# Shift from the dielectric function on the imaginary frequency axis.
def shift_from_screening(lattice_part):
    def outer(t):
        xi = w * t * t
        q_scale = np.sqrt(2 * mass * xi)

        def inner(y):
            recoil = xi * y * y
            return q_scale * recoil / (recoil**2 + xi**2)

        return lattice_part(xi) * quad(inner, 0, np.inf)[0] * 2 * w * t
    return -2 / np.pi**2 * quad(outer, 0, np.inf)[0]


w_TO = w * np.sqrt(eps_inf / eps_s)


def lattice_screening(xi):
    eps = eps_inf + (eps_s - eps_inf) * w_TO**2 / (w_TO**2 + xi**2)
    return 1 / eps_inf - 1 / eps


shift_screen = shift_from_screening(lattice_screening)
assert abs(shift_screen / shift - 1) < 1e-4

# Two polar modes sharing the ionic screening equally.
modes = np.array([0.030, 0.080]) / HARTREE_EV
two_mode = -np.sum(0.5 * delta * np.sqrt(mass * modes / 2))
two_mode_num = shift_from_screening(
    lambda xi: 0.5 * delta * np.sum(modes**2 / (modes**2 + xi**2)))
assert abs(two_mode_num / two_mode - 1) < 1e-4

# Phonon number in the displaced vacuum, from its momentum integral.
cloud = 2 * alpha / np.pi * quad(lambda q: 1 / (1 + q*q)**2, 0, np.inf)[0]
assert abs(cloud - alpha / 2) < 1e-7


# Next-order coefficient: pair creation after displacement of phonons.
def angle_grid(n):
    x, weight = np.polynomial.legendre.leggauss(n)
    return np.tan((x + 1) * np.pi / 4), weight * np.pi / 4


q, weight = angle_grid(150)
cosines, cosine_weights = np.polynomial.legendre.leggauss(100)
D = 1 + q**2
D_sum = D[:, None] + D[None, :]
q_prod = q[:, None] * q[None, :]
angular = np.zeros_like(D_sum)
for c, cw in zip(cosines, cosine_weights):
    angular += 0.5 * cw * c**2 / (D_sum + 2 * q_prod * c)
pair_integrand = 2 * q_prod**2 / (D[:, None] * D[None, :]) * angular
C_pair = (2 / np.pi)**2 * (weight @ pair_integrand @ weight)

# Same coefficient from ordinary fourth-order perturbation theory.
q, weight = angle_grid(400)
D = 1 + q**2
Da, Db = D[:, None], D[None, :]
x = 2 * q[:, None] * q[None, :]
mean_inverse = np.arctanh(x / (Da + Db)) / x
fourth = (0.5 * (1 / Da + 1 / Db)
          - mean_inverse * (0.5 * (Db / Da + Da / Db) + 1))
C_fourth = -(2 / np.pi)**2 * (weight @ fourth @ weight)
# Tolerance covers the narrow logarithmic ridge at large q = q'.
assert abs(C_pair - C_fourth) < 3e-5
next_order_eV = -C_pair * alpha**2 * phonon_eV


# Two modes with q = +1 and -1: diagonalization against bound and pairs.
def two_mode_ground(V, size):
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    one = np.eye(size)
    n = np.diag(np.arange(size))
    n1, n2 = np.kron(n, one), np.kron(one, n)
    field = np.kron(a + a.T, one) + np.kron(one, a + a.T)
    momentum = n1 - n2
    return np.linalg.eigvalsh(momentum @ momentum + n1 + n2 + V * field)[0]


assert two_mode_ground(1.0, 18) < -1.0 - 1e-3
V_small = 0.05
bound_small = -2 * V_small**2 / 2
f2 = V_small**2 / 4
pair_small = -2 * sum((p * s)**2 * f2**2 / (2 + (p + s)**2)
                      for p in (-1, 1) for s in (-1, 1))
excess = two_mode_ground(V_small, 8) - bound_small
assert abs(excess / pair_small - 1) < 0.02

# Logarithmic sensitivities to the permittivities.
sens_inf = -1 / (eps_inf * delta)
sens_s = 1 / (eps_s * delta)
h = 1e-4
num_inf = np.log(coupling(eps_inf * np.exp(h), eps_s)
                 / coupling(eps_inf * np.exp(-h), eps_s)) / (2 * h)
num_s = np.log(coupling(eps_inf, eps_s * np.exp(h))
               / coupling(eps_inf, eps_s * np.exp(-h))) / (2 * h)
assert abs(num_inf - sens_inf) < 1e-6 and abs(num_s - sens_s) < 1e-6

# Finite zone: sphere with one state per formula unit.
cell_nm3 = 0.034
q_cut_nm = (6 * np.pi**2 / cell_nm3)**(1 / 3)
cut = q_cut_nm * radius_nm
cut_factor = 2 / np.pi * np.arctan(cut)
cut_num = 2 / np.pi * quad(lambda p: 1 / (1 + p*p), 0, cut)[0]
assert abs(cut_factor - cut_num) < 1e-7

# Temperature: absorption has no real part at the edge, only a width.
T = 358.0
kT_eV = k_B * T / e_charge
occupation = 1 / np.expm1(phonon_eV / kT_eV)
eta = 1e-3


def absorption_integral(part):
    def g(p):
        return getattr(1 / (1 - p*p + 1j * eta), part)
    near = quad(g, 0, 3, points=[1 - eta, 1, 1 + eta], limit=400)[0]
    return near + quad(g, 3, np.inf)[0]


# Errors of order eta are expected from the finite broadening.
assert abs(absorption_integral("real")) < 2 * eta
assert abs(absorption_integral("imag") + np.pi / 2) < 2 * eta
hot_shift_eV = shift_eV * (1 + occupation)
width_eV = 2 * alpha * phonon_eV * occupation

# Uniaxial mass with ratio 4 and unit geometric mean.
ratio = 4.0
m_l, m_t = ratio**(2 / 3), ratio**(-1 / 3)
b = 1 / m_t - 1 / m_l
aniso = np.arcsin(np.sqrt(b * m_t)) / np.sqrt(b)


def directional(u):
    inv_m = u*u / m_l + (1 - u*u) / m_t
    return 2 / np.pi * quad(lambda p: 1 / (1 + p*p*inv_m), 0, np.inf)[0]


assert abs(quad(directional, 0, 1)[0] - aniso) < 1e-6

# Midplane charge between ideal metal plates: loss of lattice relaxation.
film_nm = 4.0
film = film_nm / BOHR_NM
plate_loss_eV = delta * np.log(2) / film * HARTREE_EV
induced = quad(lambda s: 1 - np.tanh(s / 2), 0, np.inf)[0]
assert abs(0.5 * induced - np.log(2)) < 1e-7

# Field energy gained over one polaron radius; 1 MV/cm = 0.1 V/nm.
field_use, field_break = 2.0, 5.0
gain_use = 0.1 * field_use * radius_nm
gain_break = 0.1 * field_break * radius_nm

# Rectangular-barrier tunnelling time and exponent.
barrier_eV = 1.5
barrier = barrier_eV / HARTREE_EV


def action(height):
    return film * np.sqrt(2 * mass * height)


tunnel_time = film * np.sqrt(mass / (2 * barrier))
step = 1e-5 * barrier
slope = (action(barrier + step) - action(barrier - step)) / (2 * step)
assert abs(slope / tunnel_time - 1) < 1e-6
exponent = 2 * action(barrier)
exponent_change = exponent - 2 * action(barrier + shift)

# Carrier density if the Fermi level lies one barrier below the edge.
kT = kT_eV / HARTREE_EV
N_c = 2 * (mass * kT / (2 * np.pi))**1.5
state_integral = quad(lambda s: s*s*np.exp(-s*s), 0, np.inf)[0]
N_c_num = (2 * mass * kT)**1.5 / np.pi**2 * state_integral
assert abs(N_c_num / N_c - 1) < 1e-6
to_cm3 = 1 / (BOHR_NM * 1e-7)**3
carriers = N_c * np.exp(-barrier_eV / kT_eV) * to_cm3

print(f"band mass: {mass:.1f} electron masses")
print(f"phonon energy: {phonon_eV*1000:.1f} meV = {w:.6f} hartree")
print(f"electronic, static permittivity: {eps_inf:.1f}, {eps_s:.1f}")
print(f"ionic screening difference: {delta:.5f}")
print(f"transverse phonon energy: {w_TO*HARTREE_EV*1000:.1f} meV")
print(f"Frohlich coupling: {alpha:.3f}")
print(f"second-order shift: {shift_eV:.4f} eV = {shift:.6f} hartree")
print(f"shift from dielectric integral: {shift_screen*HARTREE_EV:.4f} eV")
print(f"polaron radius: {radius_nm:.3f} nm = {radius:.2f} bohr")
print(f"phonons in displaced vacuum: {cloud:.2f}")
print(f"next-order coefficient, pair form: {C_pair:.4f}")
print(f"next-order coefficient, direct form: {C_fourth:.4f}")
print(f"next-order shift: {next_order_eV*1000:.1f} meV")
print(f"shift through next order: {shift_eV+next_order_eV:.3f} eV")
print(f"sensitivity to electronic permittivity: {sens_inf:.2f}")
print(f"sensitivity to static permittivity: {sens_s:.2f}")
print(f"formula-unit volume: {cell_nm3:.3f} nm^3")
print(f"zone cutoff: {q_cut_nm:.2f} 1/nm; times radius: {cut:.2f}")
print(f"zone-cutoff factor on shift: {cut_factor:.3f}")
print(f"temperature: {T:.0f} K; thermal energy: {kT_eV*1000:.2f} meV")
print(f"phonon occupation: {occupation:.3f}")
print(f"second-order shift at temperature: {hot_shift_eV:.3f} eV")
print(f"absorption width: {width_eV*1000:.1f} meV")
print("illustrative mode energies:",
      ", ".join(f"{v*HARTREE_EV*1000:.0f}" for v in modes), "meV")
print(f"two-mode shift: {two_mode*HARTREE_EV:.3f} eV")
print(f"mass ratio: {ratio:.0f}; masses: {m_l:.3f}, {m_t:.3f}")
print(f"mass-anisotropy factor on shift: {aniso:.3f}")
print(f"film thickness: {film_nm:.1f} nm")
print(f"relaxation lost to metal plates: {plate_loss_eV*1000:.1f} meV")
print(f"field in use: {field_use:.1f} MV/cm")
print(f"field energy over radius in use: {gain_use:.3f} eV")
print(f"rough breakdown field: {field_break:.1f} MV/cm")
print(f"field energy over radius at breakdown: {gain_break:.3f} eV")
print(f"electron barrier: {barrier_eV:.2f} eV")
print(f"tunnelling time: {tunnel_time*TIME_FS:.2f} fs")
print(f"inverse phonon frequency: {TIME_FS/w:.2f} fs")
print(f"tunnelling exponent: {exponent:.1f}")
print(f"exponent drop if full shift subtracted: {exponent_change:.2f}")
print(f"current factor from that drop: {np.exp(exponent_change):.1f}")
print(f"band density of states: {N_c*to_cm3:.2e} cm^-3")
print(f"equilibrium oxide carriers: {carriers:.1e} cm^-3")
print("done: every assertion held")
```

It prints:

```
band mass: 1.0 electron masses
phonon energy: 60.0 meV = 0.002205 hartree
electronic, static permittivity: 4.5, 20.0
ionic screening difference: 0.17222
transverse phonon energy: 28.5 meV
Frohlich coupling: 2.593
second-order shift: -0.1556 eV = -0.005718 hartree
shift from dielectric integral: -0.1556 eV
polaron radius: 0.797 nm = 15.06 bohr
phonons in displaced vacuum: 1.30
next-order coefficient, pair form: 0.0159
next-order coefficient, direct form: 0.0159
next-order shift: -6.4 meV
shift through next order: -0.162 eV
sensitivity to electronic permittivity: -1.29
sensitivity to static permittivity: 0.29
formula-unit volume: 0.034 nm^3
zone cutoff: 12.03 1/nm; times radius: 9.59
zone-cutoff factor on shift: 0.934
temperature: 358 K; thermal energy: 30.85 meV
phonon occupation: 0.167
second-order shift at temperature: -0.182 eV
absorption width: 51.9 meV
illustrative mode energies: 30, 80 meV
two-mode shift: -0.145 eV
mass ratio: 4; masses: 2.520, 0.630
mass-anisotropy factor on shift: 0.960
film thickness: 4.0 nm
relaxation lost to metal plates: 43.0 meV
field in use: 2.0 MV/cm
field energy over radius in use: 0.159 eV
rough breakdown field: 5.0 MV/cm
field energy over radius at breakdown: 0.398 eV
electron barrier: 1.50 eV
tunnelling time: 5.51 fs
inverse phonon frequency: 10.97 fs
tunnelling exponent: 50.2
exponent drop if full shift subtracted: 2.67
current factor from that drop: 14.5
band density of states: 3.27e+19 cm^-3
equilibrium oxide carriers: 2.5e-02 cm^-3
done: every assertion held
```
